# Why normal phonon processes matter for thermal resistance

**Question**

I am computing the lattice thermal conductivity of a thin crystalline layer from phonon scattering rates. Normal three-phonon processes conserve quasi-momentum, so they cannot stop a phonon drift, and I concluded that they do not contribute to thermal resistance. I therefore wanted to drop them and keep only Umklapp and boundary scattering. But when I do this the conductivity rises by a large factor. If I instead add the normal rates to the other rates mode by mode, I seem to be treating them as resistive. What do normal processes really do, and is either shortcut safe?

**Answer**

Your premise is right, but the conclusion does not follow from it. Normal processes alone cannot bring a drift to rest. When other processes can, the resistance depends on how momentum is shared among the modes, and normal processes affect that sharing. Neither shortcut is safe in general. The linearized Boltzmann equation shows why.

**The collision matrix**

Let mode $i$ have frequency $\omega_i$, wavevector component $q_i$ along $x$ and group velocity component $v_i$. Its equilibrium occupation is $n^0_i$, and $D_i=n^0_i(n^0_i+1)$. Apply a small steady gradient $G=-dT/dx$ and write

$$n_i=n_i^0+D_i\phi_i G .$$

For an event $1+2\to3$, the forward minus backward rate is proportional to

$$F=n_1n_2(n_3+1)-(n_1+1)(n_2+1)n_3 .$$

With $r_i=n_i/(n_i+1)$ this is

$$F=(n_1+1)(n_2+1)(n_3+1)(r_1r_2-r_3).$$

In equilibrium $r_i=e^{-\hbar\omega_i/k_BT}$, so energy conservation gives $r_1r_2=r_3$ and $F=0$. To first order, $\delta\ln r_i=\delta n_i/D_i=\phi_iG$. Only the last bracket has to be varied, because it vanishes in equilibrium:

$$\delta F=(n_1^0+1)(n_2^0+1)n_3^0\,(\phi_1+\phi_2-\phi_3)G .$$

The net event rate is thus $P(\phi_1+\phi_2-\phi_3)G$, with $P\ge0$ the equilibrium rate in one direction. Each net event removes one phonon from modes 1 and 2 and adds one to mode 3. Collect these signs in a vector $s=(1,1,-1)$, zero for all other modes. Then

$$\left(\frac{\partial n}{\partial t}\right)_{\rm coll}=-C\phi\,G,\qquad C=\sum_{\rm events}P\,ss^T .$$

The matrix is symmetric, and $\phi^TC\phi=\sum P(\phi_1+\phi_2-\phi_3)^2\ge0$.

In the steady state, drift balances collisions: $v_i(\partial n_i^0/\partial T)(dT/dx)=-(C\phi)_iG$. Since $dT/dx=-G$, the signs cancel and

$$C\phi=b,\qquad b_i=v_i\frac{\partial n_i^0}{\partial T}=\frac{\hbar\omega_i v_iD_i}{k_BT^2}.$$

For a sheet of area $A$ the heat current per unit width is $A^{-1}\sum_i\hbar\omega_iv_iD_i\phi_iG$. Replacing $\hbar\omega_iv_iD_i$ by $k_BT^2b_i$ gives the sheet conductivity

$$\kappa=\alpha\,b^T\phi=\alpha\,b^TC^{-1}b,\qquad \alpha=\frac{k_BT^2}{A}.$$

Its unit is W/K, because no thickness has been divided out.

**What momentum conservation does and does not say**

Boundary scattering returns each mode to equilibrium at a rate $\gamma_i$, so it removes phonons from mode $i$ at the rate $\gamma_iD_i\phi_iG$. This adds to the sum over events a diagonal matrix $B$ with $B_{ii}=\gamma_iD_i\ge0$. From here on $C$ includes it, and the results above keep their form. Split $C=N+R$, with $R=U+B$: normal, Umklapp and boundary parts. I assume that $R$ is positive definite for the current-carrying solutions, so that every such mode pattern has some resistive loss.

Let $q$ also denote the vector of all $q_i$. In a normal event $q_1+q_2-q_3=0$, hence $Nq=0$. In an Umklapp event this sum is a component of a reciprocal lattice vector. Multiply the Boltzmann equation by $q^T$ and use $q^TN=0$:

$$q^TR\phi=q^Tb .$$

The right side is the quasi-momentum supplied by the gradient, apart from common factors. Resistive processes alone remove it, and the total they must remove is fixed by the gradient.

This equation does not fix $\phi$. Many mode distributions lose momentum at the required total rate, and they carry different heat currents $\alpha b^T\phi G$. Normal processes help to select among them. They also affect how the loss is divided between $U$ and $B$.

The names $N$ and $U$ depend on the cell chosen for the wavevectors; I use the first Brillouin zone. The full matrix $C$ does not depend on this labelling, but a calculation "without $N$" does. It is a thought experiment, not a crystal one could prepare.

**Two groups of phonons**

A small model shows the mechanism. Let two groups have drift velocities $u_1,u_2$, momentum weights $m_1,m_2$ and resistive rates $r_1,r_2$. Let the drive on each be $a m_i$, as for a single linear branch, and let normal processes exchange momentum with strength $g$:

$$m_1r_1u_1+g(u_1-u_2)=am_1,$$
$$m_2r_2u_2+g(u_2-u_1)=am_2 .$$

The heat current is proportional to $K=a(m_1u_1+m_2u_2)$. Without exchange, $u_i=a/r_i$ and

$$K_0=a^2\left(\frac{m_1}{r_1}+\frac{m_2}{r_2}\right).$$

With very strong exchange both groups have one velocity $u$. Adding the equations gives $(m_1r_1+m_2r_2)u=a(m_1+m_2)$, so

$$K_\infty=a^2\frac{(m_1+m_2)^2}{m_1r_1+m_2r_2}.$$

The first case averages lifetimes; the second averages rates and then inverts. They agree only if $r_1=r_2$.

Now let group 1 have no resistive scattering, $r_1=0$. The first equation gives $u_1-u_2=am_1/g$. The sum of the two gives $u_2=a(m_1+m_2)/(m_2r_2)$. Substitution yields

$$K=a(m_1+m_2)u_2+am_1(u_1-u_2)
=a^2\left[\frac{(m_1+m_2)^2}{m_2r_2}+\frac{m_1^2}{g}\right].$$

If $g\to0$, the current diverges: group 1 has no way to lose momentum. A finite $g$ lets it pass momentum to group 2, where resistive processes destroy it. The exchange destroys none itself, yet it makes the resistance of group 1 nonzero.

**The general result at fixed resistive scattering**

Scale the normal matrix by $s\ge0$ (now a number), so $C(s)=R+sN$. Differentiating $C C^{-1}=1$ gives $dC^{-1}/ds=-C^{-1}NC^{-1}$. Therefore

$$\frac{d\kappa}{ds}=-\alpha\,\phi^TN\phi\le0 .$$

Adding normal processes at fixed $R$ can never raise $\kappa$. When does it leave $\kappa$ unchanged? The slope must then vanish already at $s=0$, where $\phi_0=R^{-1}b$. Since $N$ is nonnegative, $\phi_0^TN\phi_0=0$ implies $N\phi_0=0$. Conversely, if $N\phi_0=0$, then $(R+sN)\phi_0=b$ for every $s$, and nothing changes.

So your original idea is right in one special situation: the purely resistive solution is already undisturbed by normal processes. A uniform drift is an example. It arises if $R$ is diagonal with relaxation rates proportional to $v_i\omega_i/q_i$, continued smoothly to $q_i=0$. For one isotropic linear branch this means equal rates for all modes.

**The limit of strong normal scattering**

From $\phi^TC\phi=b^T\phi$ and the fall of $\kappa$ with $s$,

$$\phi^TR\phi+s\,\phi^TN\phi=b^T\phi\le b^TR^{-1}b .$$

On a finite set of modes the right side is a finite constant. The first term keeps $\phi$ bounded, and the second forces $\phi^TN\phi\to0$ as $s\to\infty$. Hence $\phi$ approaches the null space of $N$. If $q$ is the only null vector with the symmetry of the drive, $\phi\to cq$. Momentum balance gives $c=q^Tb/(q^TRq)$, and

$$\kappa_\infty=\alpha\frac{(q^Tb)^2}{q^TRq}.$$

At fixed $R$ the conductivity therefore lies between $\kappa_\infty$ and the value without normal processes, $\alpha b^TR^{-1}b$. The limit also covers your statement about normal processes alone. If only boundary scattering remains and $B\propto1/L$, then for large $L$ the normal part dominates and $\kappa\propto L$, without a finite bulk value.

**Why adding rates mode by mode is a different error**

The usual relaxation-time shortcut keeps only the diagonal of $C$. Consider a pure drift, $\phi=cq$, and one normal event among three distinct modes. The full quadratic form gives $Pc^2(q_1+q_2-q_3)^2=0$. The diagonal alone gives $Pc^2(q_1^2+q_2^2+q_3^2)$, which is positive unless all three components vanish. The off-diagonal terms return the momentum to the modes that receive it; without them, it is lost.

This is clearest with normal and boundary scattering only. In the model below, lengthening an already very large boundary length tenfold multiplies the full $\kappa$ by 10.0 and the diagonal result by 1.0. The diagonal result saturates because the normal rates of the modes on the mesh do not vanish as $B\to0$.

**A worked model**

Take a square-lattice sheet with cell length $a=0.3$ nm and two scalar acoustic branches,

$$\omega_\beta=\Omega_\beta\sqrt{\tfrac12\left[\sin^2(q_xa/2)+\sin^2(q_ya/2)\right]},$$

with top frequencies $\Omega_\beta/2\pi=6$ and 10 THz. The event rate is

$$P=\frac{0.01}{N_c\Omega_2}\,\omega_1\omega_2\omega_3\,
\delta_\sigma(\omega_1+\omega_2-\omega_3)\sqrt{D_1D_2D_3},$$

where $N_c$ is the number of cells, $\Omega_2$ belongs to the upper branch, and the other subscripts label the phonons. An event whose two incoming phonons are in the same mode has half this rate. On the energy shell, the square root equals the occupation factor derived above, because forward and backward factors are equal and their product is $D_1D_2D_3$. The function $\delta_\sigma$ is a Gaussian of width 0.5 THz, cut off at four widths. Boundary scattering has rate $|\mathbf v|/L$ with $L=10$ µm. These are chosen parameters, not those of a material.

The window makes energy conservation approximate, while normal events still conserve quasi-momentum exactly. It also admits channels that exact conservation forbids: on each branch $\omega(\mathbf q_1+\mathbf q_2)<\omega(\mathbf q_1)+\omega(\mathbf q_2)$, so events within one branch, and events from an upper-branch phonon into the lower branch, occur here only because of the finite width. The energy vector is even under $\mathbf q\to-\mathbf q$ and the heat-current solution is odd, so the two do not mix.

At 100 K, on a $21\times21$ mesh, $\kappa$ is 500 nW/K without normal processes and 62.5 nW/K with them. Omitting them overestimates the full result by a factor $500/62.5=8.0$. With the normal matrix multiplied by 10 and 100, $\kappa$ falls to 20.5 and 15.5 nW/K, towards the limit of 15.0 nW/K. The actual solution is thus far from a common drift.

**How much more strongly does Umklapp act?**

At a given gradient the total momentum loss is fixed. The Umklapp share of it rises from 83.2% to 97.8% when normal processes are included, while the heat current falls eightfold. The momentum lost through Umklapp per unit heat current therefore grows by

$$\frac{97.8}{83.2}\times8.0\approx9.4 ,$$

although the matrix $U$ has not changed. For the boundary, whose share falls from 16.8% to 2.2%, the same ratio is $(2.2/16.8)\times8.0\approx1.05$. In this model, nearly all the additional loss per unit heat current goes through Umklapp.

The drift velocities show the redistribution. Comparing $D_i\phi_iG$ with the first-order change of a drifting Bose distribution, $D_i\hbar q_iu_i/(k_BT)$, defines $u_i=k_BT\phi_iG/(\hbar q_i)$. For $G=1$ K/µm, take lower-branch modes along $x$. At $q=1.0$ nm$^{-1}$ normal processes reduce $u$ from 371 to 52 m/s; at 6.0 nm$^{-1}$, from 25 to 5.7 m/s. Over all modes with $q_i\ne0$, weighted by $D_iq_i^2$, the standard deviation of $u$ relative to its mean falls from 2.5 to 1.6. By this overall measure the drifts become more alike, but not equal. Not every pair moves closer: between $q=1.0$ and 3.0 nm$^{-1}$ on the lower branch, the ratio of the drifts grows from 1.4 to 3.6.

At $q=9.0$ nm$^{-1}$ the drift without normal processes is negative, $-5.8$ m/s. The equation for that mode is $R_{ii}\phi_i+\sum_{j\ne i}R_{ij}\phi_j=b_i$, with $R_{ii}>0$ and $b_i>0$. A negative $\phi_i$ requires the sum over other modes to exceed $b_i$: Umklapp coupling to them outweighs the mode's own drive. With normal processes included, the drift is $+1.4$ m/s. The negative sign depends on the energy window: with a width of 0.25 THz on the same mesh, the drift without normal processes is $+0.7$ m/s.

**Normal processes also produce entropy**

Conserving momentum does not make a process reversible. Using $b^T\phi=\phi^TC\phi$, the thermal resistance can be split as

$$\frac1\kappa=\frac{\phi^TN\phi+\phi^TU\phi+\phi^TB\phi}{\alpha(b^T\phi)^2}.$$

The terms are proportional to the entropy produced by each kind of process, since an event's net rate and its thermodynamic force are both proportional to $\phi_1+\phi_2-\phi_3$, or to $\phi_i$ for boundary scattering of mode $i$. Without normal processes, the Umklapp and boundary terms are 0.91 and 1.09 K/µW, together 2.00 K/µW. With them, the normal, Umklapp and boundary terms are

$$10.57+4.57+0.88\approx16.0\ \text{K/µW},$$

the reciprocal of 62.5 nW/K. The Umklapp term has grown fivefold, but the largest term is the normal one. It measures the entropy produced as unequal drifts relax towards one another, and it vanishes for a common drift.

This term is also a sensitivity. Dividing the slope formula by $-\kappa^2$ gives $d(1/\kappa)/ds=\alpha\phi^TN\phi/\kappa^2$, which at $s=1$ is the normal term, because $\kappa=\alpha b^T\phi$. Hence $-d\ln\kappa/d\ln s=10.57/16.0\approx0.66$. To first order, a 10% increase of all normal rates lowers $\kappa$ by 6.6%. An error in the normal rates therefore matters, even though they remove no momentum.

**Both shortcuts at three temperatures**

The sheet conductivities in nW/K are:

| $T$ (K) | $N$ omitted | full | diagonal |
|---|---:|---:|---:|
| 50 | 725 | 203 | 123 |
| 100 | 500 | 62.5 | 49.5 |
| 300 | 223 | 17.1 | 14.5 |

Omitting normal processes overestimates the full value by factors of 3.6, 8.0 and 13. The diagonal approximation underestimates it by 39%, 21% and 15%. The first error must have this sign, by the monotonic result above. The second has no such guarantee: off-diagonal Umklapp terms can act in either direction, so the diagonal result is not a general lower bound.

The factors depend on the model, including the width of its energy window, and somewhat on its mesh. On a $15\times15$ mesh at 100 K the full value is 58.9 nW/K, about 6% below that of the finer mesh; without normal processes the change is about 1%. The full value is not converged: it rises to 65.2, 66.7 and 67.8 nW/K on $31\times31$, $41\times41$ and $53\times53$ meshes, and the factor 8.0 falls to 7.5. The width matters more. At 0.25 THz on the $21\times21$ mesh, $\kappa$ is 706 nW/K without and 72.7 nW/K with normal processes, a factor 9.7; at 0.125 THz on the $53\times53$ mesh, 846 and 86.5 nW/K, a factor 9.8. At 0.5 THz the channels forbidden by exact energy conservation supply 3.07 of the 10.57 K/µW in the normal term; without them the full value is 86.2 nW/K and the factor 6.0. The digits quoted above describe the stated mesh and width only. Energy conservation is also poorly resolved for the longest waves: from $vq/2\pi$, with $v=4.0$ km/s and $q=1.0$ nm$^{-1}$, their lower-branch frequency is about 0.6 THz, close to the width of the energy window.

For your layer, keep the normal events and solve the full linear system, including its off-diagonal elements. For a real film, the simple boundary rate used here may also have to give way to a Boltzmann equation resolved in space, since the drift can vary across the layer. The numerical output below gives the remaining values for this model.

## Computed values

```
cell length: 0.3 nm; boundary length: 10 um
top frequencies: 6 10 THz
coupling: 0.01; energy width: 0.5 THz
mesh: 21 x 21; modes: 880
long-wave speeds: 3999 6664 m/s
100 K mean N rate (heat-capacity weight): 41.245 1/ns
100 K mean U rate (heat-capacity weight): 22.052 1/ns
100 K mean B rate (heat-capacity weight): 0.308 1/ns
Sheet conductivity at 100 K against strength of N:
  N times   0.0: 499.720 nW/K
  N times   0.1: 253.110 nW/K
  N times   1.0: 62.461 nW/K
  N times  10.0: 20.471 nW/K
  N times 100.0: 15.542 nW/K
  strong-N limit: 14.982 nW/K
slope at actual N, per unit N scale: -41.221 nW/K
U share of momentum loss, N off: 83.19 %
U share of momentum loss, N on:  97.80 %
Drift velocity at 100 K, gradient -1 K/um, lower branch:
  q = 0.997 1/nm: N off 370.899, N on 52.412 m/s
  q = 2.992 1/nm: N off 272.236, N on 14.406 m/s
  q = 5.984 1/nm: N off 24.587, N on 5.736 m/s
  q = 8.976 1/nm: N off -5.786, N on 1.420 m/s
relative drift spread: N off 2.522, N on 1.613
1/kappa parts, N off: N 0.000, U 0.913, B 1.088 K/uW
1/kappa parts, N on: N 10.566, U 4.567, B 0.878 K/uW
Sheet conductivity in nW/K:
  T (K)   N off    full   strong N   diagonal
  50  724.901  203.199  53.362  123.056
  100  499.720  62.461  14.982  49.513
  300  222.667  17.063  4.587  14.487
15 x 15 mesh, 100 K: N off 495.443, full 58.918 nW/K
exceptional case, N times 0, 1, 100: 260.331, 260.331, 260.331 nW/K
N + B only, boundary length x10: full x10.000, diagonal x1.000
```
